# Finite Edge Roughness Does Not Guarantee a Finite Level-Crossing Rate

Treat the length along a printed line, $y$, and the loss of line width, $x$, as quantities with separate units, $Y$ and $X$. If the edge is smooth, it has a typical slope $s$, with unit $X/Y$. Let $p(u)$ be the probability density of finding $x$ at the level $u$, with unit $1/X$. A crossing rate must have the unit $1/Y$, and the product $p(u)\,s$ has it.

Suppose instead that the mean square change of $x$ over a short distance $d$ is $2Kd$, as in diffusion. There is then no slope, but a constant $K$ with unit $X^2/Y$. A crossing between neighbouring points needs an edge already close to $u$, so the rate is proportional to $p(u)$. To cancel the unit $X$ we must multiply by $\sqrt K$, which leaves $Y^{-1/2}$. Over short distances $K$ alone describes the changes of $x$, so no other length belonging to the edge can enter. The missing factor must come from the distance $d$ at which we look:

$$
\text{crossing rate seen at spacing }d\;\propto\; p(u)\sqrt{K/d}.
$$

It has no finite limit as $d\to0$. An edge with exponential autocorrelation is of this kind.

## The belief and its appeal

The belief is that a Gaussian edge with finite variance $\sigma^2$ and finite correlation length $\xi$ must cross a distant level at a finite rate. The reasoning looks sound. The fraction of line length beyond $u=a\sigma$ is the Gaussian tail $Q(a)$, which is finite and small. The edge forgets its past over about $\xi$, so a line seems to be a row of independent cells, each failing with probability $Q(a)$. This suggests a rate $Q(a)/\xi$.

The estimate confuses length spent beyond a level with the number of entries into that region. A given total length can be made of a few long visits or of very many short ones. The variance fixes the total, and the short-distance behaviour of the correlation decides how it is divided.

Take $x(y)$ to be stationary, Gaussian and continuous, with zero mean and correlation

$$
r(s)=\frac{\langle x(y)x(y+s)\rangle}{\sigma^2}=e^{-|s|/\xi}.
$$

The mean square change is $2\sigma^2[1-r(d)]\approx2\sigma^2d/\xi$, so $K=\sigma^2/\xi$. I count upcrossings, passages from below $u$ to above it. By stationarity, counting both directions doubles the expected rate.

## The sampled rate

Let $z_0$ and $z_1$ be the values of $x/\sigma$ at two points a distance $d$ apart, with correlation $r=r(d)$. The probability of an upcrossing between them is

$$
p_d=P(z_0<a,\,z_1>a)=Q(a)-P(z_0>a,\,z_1>a).
$$

To find the last term, vary the correlation $\rho$. The joint density $f(z_0,z_1;\rho)$ has the Fourier transform $\exp[-(k_0^2+k_1^2+2\rho k_0k_1)/2]$. Differentiating with respect to $\rho$ multiplies this by $-k_0k_1$, and so does differentiating $f$ once with respect to each variable. Hence $\partial f/\partial\rho=\partial^2f/\partial z_0\partial z_1$. Integrating over the quadrant $z_0,z_1>a$ leaves the value at its corner:

$$
\frac{\partial}{\partial\rho}P(z_0>a,z_1>a)=f(a,a;\rho)
=\frac{1}{2\pi\sqrt{1-\rho^2}}\exp\!\left(-\frac{a^2}{1+\rho}\right).
$$

The exponent follows from $(2a^2-2\rho a^2)/[2(1-\rho^2)]=a^2/(1+\rho)$. At $\rho=1$ the two values coincide and the joint probability is $Q(a)$. Integrating from $r$ to $1$ therefore gives $p_d$ itself. With $\rho=\cos t$ the square root cancels:

$$
p_d=\frac1{2\pi}\int_0^{\theta}\exp\!\left(-\frac{a^2}{1+\cos t}\right)dt,
\qquad \cos\theta=r(d).
$$

The integrand falls as $t$ grows from zero, so it lies between its two end values:

$$
\frac{\theta}{2\pi}e^{-a^2/(1+r)}\le p_d\le\frac{\theta}{2\pi}e^{-a^2/2}.
$$

For small $d$, $1-\cos\theta\approx\theta^2/2$ and $1-r\approx d/\xi$, so $\theta\approx\sqrt{2d/\xi}$. The bounds merge, and the rate is

$$
\frac{p_d}{d}\approx\frac{e^{-a^2/2}}{\pi\sqrt{2\xi d}}
=\frac{p(u)}{\sqrt\pi}\sqrt{\frac Kd},
\qquad p(u)=\frac{e^{-a^2/2}}{\sqrt{2\pi}\,\sigma}.
$$

This is the form required by the units, now with its coefficient.

It remains to pass from sampled points to the continuous edge. Define the number of upcrossings in a segment as the largest number of switches from below to above that can be read from any finite set of its points. When $d$ is halved, an interval that showed an upcrossing still shows one in one of its halves, so the sampled count never falls. Because the path is continuous, any finite set of switches is eventually seen on a fine enough grid. The sampled counts thus rise to the true count, and their means rise to its mean. For a segment of length $L$ that mean is the limit of $Lp_d/d$, which is infinite for every finite $u$ and every $L>0$.

## What has to be finite

The same formula shows when the rate is finite. Write the correlation as an average of $\cos kd$ over the normalized roughness spectrum, and let $\lambda_2$ be the average of $k^2$. Then

$$
\frac{2[1-r(d)]}{d^2}=\left\langle\frac{2(1-\cos kd)}{d^2}\right\rangle\le\lambda_2,
$$

because $2(1-\cos kd)\le k^2d^2$. For wavenumbers below any fixed cutoff, the bracket tends to $k^2$ as $d\to0$. Raising the cutoff afterwards shows that the left side tends to $\lambda_2$, whether this is finite or not. If it is finite, $\theta/d\to\sqrt{\lambda_2}$ and we obtain Rice's formula:

$$
\nu_+=\frac{\sqrt{\lambda_2}}{2\pi}\,e^{-a^2/2}.
$$

For a continuous stationary Gaussian edge the condition is a finite mean square slope, $\sigma^2\lambda_2$. The exponential correlation has the spectrum

$$
S(k)=\frac{2\sigma^2\xi}{1+k^2\xi^2},\qquad \sigma^2=\int\frac{dk}{2\pi}S(k).
$$

At large $k$, $k^2S(k)$ tends to the constant $2\sigma^2/\xi$. The variance integral converges, while the slope integral grows in proportion to its upper cutoff.

Exponential correlation is one member of a family, $r(s)=\exp[-(s/\xi)^{2H}]$ with $0<H\le1$. Now $\theta\approx\sqrt2(d/\xi)^H$, so the sampled rate varies as $d^{H-1}$. It diverges for every $H<1$ and is finite at $H=1$. Direct integration of the two-point probability at $a=2$, for spacings between $10^{-5}\xi$ and $10^{-4}\xi$, gave exponents $-0.500$, $-0.250$ and $0.000$ for $H=0.5$, $0.75$ and $1$.

## Infinitely many crossings, finitely many separate events

An infinite expected number of crossings does not mean that every line is broken. The probability that a segment touches $u$ cannot exceed one. For $a=2$ and a length of $2\xi$, a calculation that allows for touches between grid points gives 0.224. In the other segments the count is zero, and the infinite mean comes from those that do touch.

To count events that an inspector would separate, require the edge to return to a lower level $v=c\sigma$ before a new arrival at $u$ is counted. For exponential correlation the rate of these events can be found in closed form. Measure $x$ in units of $\sigma$, calling it $z$, and length in units of $\xi$. The difference $z(h)-e^{-h}z(0)$ is uncorrelated with every earlier value $z(-s)$, since $e^{-(h+s)}-e^{-h}e^{-s}=0$. For a Gaussian process this means independence, so the present value contains all that the past can tell about the future. Over a short step $h$ the mean change is $-zh$ and the mean square change is $2h$.

Let $T(z)$ be the mean length needed to reach $a$ from $z<a$. After one step, $T(z)=h+\langle T(z+\delta z)\rangle$. Expanding to first order in $h$ gives

$$
T''-zT'=-1,\qquad\text{or}\qquad \left(e^{-z^2/2}T'\right)'=-e^{-z^2/2},
$$

with $T(a)=0$. From a far negative start the drift brings the edge back in a length of order $\ln|z|$. This excludes a solution growing like $e^{z^2/2}/|z|$, so $e^{-z^2/2}T'$ vanishes at $-\infty$. With $\Phi=1-Q$, integration gives

$$
T'=-\sqrt{2\pi}\,e^{z^2/2}\Phi(z),\qquad
T_{c\to a}=\sqrt{2\pi}\int_c^a e^{z^2/2}\Phi(z)\,dz.
$$

The return from $a$ to $c$ obeys the same equation, with the regularity condition now at $+\infty$. This replaces $\Phi$ by $Q$:

$$
T_{a\to c}=\sqrt{2\pi}\int_c^a e^{z^2/2}Q(z)\,dz.
$$

Since $\Phi+Q=1$, the mean length of a full cycle is simple. Successive cycles are independent, so the event rate is the inverse of that length:

$$
D=\frac{1}{\xi\sqrt{2\pi}\int_c^a e^{z^2/2}\,dz}.
$$

Two limits explain the result. If $v$ approaches $u$, the integral becomes $(a-c)e^{a^2/2}$, and

$$
D\approx\frac{K\,p(u)}{u-v}.
$$

The rate diverges as the required retreat shrinks: the infinity consists of recrossings after ever smaller retreats. If instead $a$ is large and $c$ is fixed well below it, put $z=a-w$. Near the upper limit the integrand is $e^{a^2/2-aw}$, so the integral is about $e^{a^2/2}/a$. The same expansion gives $Q(a)\approx e^{-a^2/2}/(a\sqrt{2\pi})$. Therefore

$$
D\approx\frac{a\,e^{-a^2/2}}{\sqrt{2\pi}\,\xi}\approx\frac{a^2Q(a)}{\xi}.
$$

Even for separate events, the estimate $Q(a)/\xi$ is too small by a factor of about $a^2$. The mean length beyond the level per event, $Q/D$, is $\xi/a^2$ and not $\xi$.

A simulated exponential edge of length $16000\,\xi$, with $a=2$, shows the two counts part. As the spacing was reduced from $0.032\,\xi$ to $0.008\,\xi$ and $0.002\,\xi$, the upcrossings rose from 0.173 to 0.345 and 0.688 per $\xi$. Events separated by a return to the mean rose only from 0.0651 to 0.0742 and 0.0786, against 0.0844 from the continuous formula. Sampling can miss short visits and cannot invent them, which biases the simulated event rate downwards.

## Blur restores a finite rate

A resist image is smoothed by diffusion and by other processes of finite range. Represent them by a Gaussian average of standard deviation $b$ along the line. It multiplies each amplitude by $e^{-k^2b^2/2}$ and the spectrum by $e^{-k^2b^2}$. With $\beta=b/\xi$ and $q=k\xi$, the new variance is $m_0=\sigma_0^2J$, where $\sigma_0$ is the value before blur and

$$
J=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-\beta^2q^2}}{1+q^2}\,dq.
$$

Let $A=\beta^2$. Differentiation brings down $-q^2$, and $q^2/(1+q^2)=1-1/(1+q^2)$, so

$$
\frac{dJ}{dA}=J-\frac1{\sqrt{\pi A}},\qquad
\frac{d}{dA}\left(e^{-A}J\right)=-\frac{e^{-A}}{\sqrt{\pi A}}.
$$

With $J=1$ at $A=0$ and the substitution $A=w^2$, the integral is an error function, and $J=e^{\beta^2}\operatorname{erfc}\beta$. The mean square slope $m_2$ contains the extra factor $q^2/\xi^2$, so the same splitting gives

$$
\frac{m_2\xi^2}{\sigma_0^2}=\frac1{\beta\sqrt\pi}-J,
\qquad \lambda_2=\frac{m_2}{m_0}.
$$

The rate is now finite. For $b\ll\xi$, $\lambda_2\approx1/(\sqrt\pi\,\xi b)$, so at fixed final standard deviation the rate grows as $b^{-1/2}$. Blur has taken the place of the sampling distance in the opening argument.

## A resist line in numbers

Consider lines 16 nm wide at a pitch of 32 nm, with width standard deviation $\sigma=1.5$ nm and $\xi=20$ nm. Call it a defect when the width loss reaches 10.5 nm, leaving 5.5 nm. Then $a=10.5/1.5=7$ and $Q(7)=1.28\times10^{-12}$. The tempting estimate is

$$
\frac{Q}{\xi}=\frac{1.28\times10^{-12}}{20\ \text{nm}}=6.4\times10^{-5}\ \text{m}^{-1}.
$$

For the unblurred exponential edge, the upcrossing rate depends on the sampling interval:

| $d$ (nm) | upcrossings per m |
|---|---|
| 2 | $5.69\times10^{-4}$ |
| 0.2 | $2.47\times10^{-3}$ |
| 0.02 | $8.11\times10^{-3}$ |
| 0.002 | $2.58\times10^{-2}$ |
| 0.0002 | $8.15\times10^{-2}$ |

The last steps each multiply the rate by about $\sqrt{10}$. The first multiplies it by 4.3, because the limiting law has not yet been reached. The exponents in the two bounds differ by about $a^2d/(4\xi)$, which is 1.2 at $d=2$ nm and must be small for that law to hold. The smallest intervals are far below atomic size. They probe the mathematical model and describe no possible measurement.

Events separated by a return to the mean have the finite rate $3.13\times10^{-3}$ per m, which is 49 times the tempting estimate, as the factor $a^2$ predicts. Resetting 1.5 nm below the level leaves this rate unchanged to three figures. Resetting only 0.0015 nm below raises it to 0.458 per m.

The finite value still has a physical fault. The mean length beyond the level per event is 0.41 nm, much shorter than a resist blur of 3 nm. The exponential model is being asked about distances at which it no longer describes the edge.

Now include that blur and hold the final $\sigma$ at 1.5 nm. With $\beta=0.15$, $J=0.851$ and $m_2\xi^2/\sigma_0^2=3.761-0.851=2.910$. Hence

$$
\sqrt{\lambda_2}=\frac{1}{20\ \text{nm}}\sqrt{\frac{2.910}{0.851}}=0.0925\ \text{nm}^{-1},
$$

$$
\nu_+=\frac{0.0925\ \text{nm}^{-1}}{2\pi}\,e^{-24.5}
=3.37\times10^{-13}\ \text{nm}^{-1}=3.37\times10^{-4}\ \text{m}^{-1}.
$$

One square centimetre holds $10^{14}\ \text{nm}^2/32\ \text{nm}=3125$ m of line, so the result is 1.05 upcrossings per cm². This is an upper bound on the model's density of separate events, since each needs at least one upcrossing. The unblurred edge, with a reset at the mean, gives 9.8 events per cm². The fraction of length beyond the level is the same in both cases. The blurred edge divides it into visits of mean length 3.8 nm.

At the same final $\sigma$ and the same $\xi$ before blur, reducing the blur to 1 nm raises the upcrossing rate to $6.02\times10^{-4}$ per m, and 0.1 nm raises it to $1.93\times10^{-3}$ per m. The distance at which the blurred correlation falls to $1/e$ changes only from 23.7 nm to 21.2 and 20.1 nm, while the rate changes by a factor of 5.7. Thus $\sigma$ and a correlation length do not fix the rate by themselves.

## Beside a real resist

These values are roughly those of dense lines printed with extreme ultraviolet light in a chemically amplified resist. The roughness, 4.5 nm at three standard deviations, is towards the rough side, and the failure width of 5.5 nm is a choice. Real processes break the assumption of a stationary Gaussian width, and at seven standard deviations this can change the rate by a factor similar to that from blur, or larger. A mean width lower by 1 nm multiplies the blurred rate by 85, and a standard deviation larger by 5% multiplies it by 9.8. If the 1.5 nm was the value before blur, the rate falls to 0.014 of the value above. Photon counting also skews the distribution. A rough dose of 40 mJ/cm², of which one fifth is absorbed, gives about 600 photons in the effective blur area $4\pi b^2=113$ nm². If width loss follows a plain count of this size, its skewness is about $1/\sqrt{600}=0.04$. In a gamma-shaped distribution with that skewness, the tail probability rises by a factor of 8 if the skew favours loss and falls to 0.08 if it opposes it. The area $4\pi b^2$ matches only the variance of the blurred photon noise. Weighting each photon by the Gaussian blur makes the skewness a third larger, and the two factors become about 15 and 0.03 in the gamma shape, or 14 and 0.02 for the weighted photon count itself. These skewness factors assume that photon noise supplies the whole 1.5 nm and that width responds linearly to dose, so they describe an extreme case. Photon noise blurred by 3 nm has a correlation that falls to $1/e$ at $2b=6$ nm, so it cannot be the whole of a roughness with $\xi=20$ nm. With a linear response and a normalized image log-slope of 2.5, a 4% dose fluctuation moves each edge by $0.04\times16/2.5\approx0.26$ nm, and two independent edges give a width noise near 0.4 nm. If the rest of the roughness is Gaussian, the skewness is diluted by the cube of the fraction $0.4/1.5$, and the tail changes by only a few per cent. A nonlinear response can add skewness of its own. Chemical noise is not included. The Gaussian also allows negative widths, but with probability $7\times10^{-27}$, negligible beside $Q(7)$. The figure of one per cm² is therefore a property of the model and no forecast of yield.

For a process that is close to stationary and Gaussian out to the failure level, a defect estimate based on upcrossings needs the mean square slope of the edge as well as its variance. A fitted exponential correlation cannot supply it, because its slope integral has no finite value until a cutoff at short distances is supplied. If that cutoff comes from the measuring instrument, the computed rate describes the instrument as much as the resist. The numerical output lists the remaining values. In its line for $m_0$ and $m_2$, "sigma" means the value before blur, $\sigma_0$.

## Numbers as computed

```
TESTS IN UNITS OF xi AND sigma
H=0.50: exponent of upcrossing rate in d = -0.500
H=0.75: exponent of upcrossing rate in d = -0.250
H=1.00: exponent of upcrossing rate in d = -0.000
simulation: level 2.0 sigma, length 16000 xi
d=0.032 xi: upcrossings 0.173, formula 0.168, separate 0.0651 per xi
d=0.008 xi: upcrossings 0.345, formula 0.339, separate 0.0742 per xi
d=0.002 xi: upcrossings 0.688, formula 0.680, separate 0.0786 per xi
separate events, continuous formula: 0.0844 per xi
touch probability in 2 xi: simulated 0.208, kernel 0.224
blur 0.15 xi, level 1 final sigma: simulated 0.1756, Rice 0.1785 per xi
EXAMPLE: ROUGH EUV RESIST VALUES
width 16.0 nm, pitch 32.0 nm, sigma 1.5 nm
xi 20.0 nm, blur 3.0 nm, critical loss 10.5 nm
level a = 7.00; remaining width = 5.5 nm
fraction of length beyond level = 1.280e-12
Unblurred exponential edge, sampled:
  d=2.0000 nm: 5.690e-04 upcrossings per m
  d=0.2000 nm: 2.471e-03 upcrossings per m
  d=0.0200 nm: 8.114e-03 upcrossings per m
  d=0.0020 nm: 2.576e-02 upcrossings per m
  d=0.0002 nm: 8.148e-02 upcrossings per m
Unblurred exponential edge, separate events:
  reset 10.5000 nm below level: 3.129e-03 per m
  reset 1.5000 nm below level: 3.134e-03 per m
  reset 0.1500 nm below level: 6.342e-03 per m
  reset 0.0150 nm below level: 4.729e-02 per m
  reset 0.0015 nm below level: 4.583e-01 per m
mean length beyond level per separate event = 0.409 nm
large-a estimate xi/a^2 = 0.408 nm
Blurred edge, final sigma held fixed:
  b=3.00 nm: 3.370e-04 upcrossings per m
  b=1.00 nm: 6.023e-04 upcrossings per m
  b=0.30 nm: 1.112e-03 upcrossings per m
  b=0.10 nm: 1.932e-03 upcrossings per m
  b=0.01 nm: 6.120e-03 upcrossings per m
at 3.0 nm blur: m0/sigma^2 = 0.8509, m2 xi^2/sigma^2 = 2.9103
sqrt(lambda2) = 0.0925 per nm
mean excursion length with blur = 3.80 nm
line length on 1 cm2 = 3125 m
upcrossings with blur = 1.05 per cm2
separate events without blur, reset at mean = 9.78 per cm2
NEGLECTED EFFECTS
mean width lower by 1.0 nm: rate times 85.2
sigma larger by 5%: rate times 9.8
sigma quoted before blur: rate times 0.0137
dose 40 mJ/cm2, absorbed fraction 0.20, wavelength 13.5 nm
photon energy 91.8 eV; absorbed 5.44 per nm2
blur patch 113 nm2; photons 615; skewness 0.0403
tail factor: skew toward loss 8.03, away 0.0759
Gaussian probability of negative width = 7.3e-27
```
